\section*{Small-wavevector law for the conduction-valence Bloch overlap in Auger recombination}

\section{What a constant overlap gets wrong}

In an Auger event a conduction electron drops into a hole and hands its energy to another carrier through the Coulomb interaction. Suppose the electron has wavevector $\mathbf k$ and the hole state $\mathbf k'=\mathbf k+\mathbf q$. For small $q$ the leading part of the bare Coulomb amplitude is proportional to
\begin{equation}
\frac{1}{q^2}\,\langle u_{c,\mathbf k}|u_{v,\mathbf k+\mathbf q}\rangle ,
\end{equation}
times the overlap for the second carrier, which tends to one if that carrier stays in its band. Here $u$ is the cell-periodic part of a Bloch function, normalised over one cell.

If the conduction-valence overlap is replaced by a constant, the squared amplitude grows as $q^{-4}$ towards small $q$. Screening bounds the amplitude but does not remove the error: a nearly uniform potential would still drive transitions between orthogonal states. An overlap whose square starts as $q^2$ turns $q^{-4}$ into $q^{-2}$. The limit $q\to0$ is not itself reached in an Auger event whose second carrier stays in its band, because that carrier must gain at least the gap, which needs a finite $q$. It therefore matters how far from $q=0$ the quadratic form holds. The coefficient of that $q^2$, and the range in which it may be used, are worked out below.

\section{Two levels}

Take one valence state at energy $0$ and one conduction state at $E_g$, both at $\mathbf k=0$, coupled by $Pq$ with $P$ real. With $x=Pq/E_g$,
\begin{equation}
H=\begin{pmatrix}0&Pq\\Pq&E_g\end{pmatrix}
=\frac{E_g}{2}+\frac{E_g}{2}\left(-\sigma_z+2x\,\sigma_x\right).
\end{equation}
A free kinetic energy $\hbar^2q^2/2m$ would be the same number on both diagonal places and would leave the eigenvectors alone.

The bracket has eigenvalues $\pm S$ with $S=\sqrt{1+4x^2}$. In the lower state the spin vector points against $(2x,0,-1)/S$, so $\langle\sigma_z\rangle=1/S$. If $W$ is the conduction weight in the lower state, then $\langle\sigma_z\rangle=(1-W)-W$. Hence
\begin{equation}
W=\frac12\left(1-\frac{1}{\sqrt{1+4x^2}}\right)=x^2-3x^4+\dots
\label{two}
\end{equation}
This is the squared overlap of the conduction state at $0$ with the valence state at $q$. For $x\to0$ it is $P^2q^2/E_g^2$. For $x\to\infty$ it saturates at $1/2$, whereas the quadratic term grows without bound. The law is therefore an expansion in $x$, and small $q$ means $q\ll E_g/P$.

\section{A crystal at any wavevector difference}

Now let the Hamiltonian be $p^2/2m+V(\mathbf r)$, with a local periodic potential and no spin-orbit coupling. Since $e^{-i\mathbf k\cdot\mathbf r}\,\mathbf p\,e^{i\mathbf k\cdot\mathbf r}=\mathbf p+\hbar\mathbf k$, the functions $u_{n,\mathbf k}$ are eigenfunctions of
\begin{equation}
H(\mathbf k)=\frac{(\mathbf p+\hbar\mathbf k)^2}{2m}+V .
\end{equation}
The vector $\mathbf q$ is constant and commutes with $\mathbf p$, so expanding the square gives
\begin{equation}
H(\mathbf k+\mathbf q)-H(\mathbf k)=\frac{\hbar}{m}\,\mathbf q\cdot(\mathbf p+\hbar\mathbf k)+\frac{\hbar^2q^2}{2m}.
\label{diff}
\end{equation}
Place this difference between $\langle u_{c,\mathbf k}|$ and $|u_{n,\mathbf k+\mathbf q}\rangle$. The first Hamiltonian acts to the right and gives $E_n(\mathbf k+\mathbf q)$; the second acts to the left and gives $E_c(\mathbf k)$. Each multiplies the overlap, as does the last term of (\ref{diff}). Collecting the three,
\begin{equation}
\langle u_{c,\mathbf k}|u_{n,\mathbf k+\mathbf q}\rangle=
\frac{(\hbar/m)\,\mathbf q\cdot\langle u_{c,\mathbf k}|\mathbf p+\hbar\mathbf k|u_{n,\mathbf k+\mathbf q}\rangle}
{E_n(\mathbf k+\mathbf q)-E_c(\mathbf k)-\hbar^2q^2/2m}.
\label{identity}
\end{equation}
No expansion has been made; the denominator need only be nonzero. At $\mathbf q=0$ the right side vanishes, as orthogonality demands.

For numbers I use germanium in a local empirical pseudopotential. The lattice constant is $a=0.566$ nm. With $\mathbf G$ in units of $2\pi/a$, the potential has rounded standard form factors $-0.23$, $0.01$ and $0.06$ Ry at $|\mathbf G|^2=3,8,11$, multiplied by the diamond structure factor $\cos[\pi(G_x+G_y+G_z)/4]$. The Hamiltonian is diagonalised in the 137 plane waves with $|\mathbf G|^2\le24$, the same set at every $\mathbf k$, so that (\ref{diff}) also holds in the finite basis. ``Direct'' below means an overlap of eigenvectors from two such diagonalisations.

At $\mathbf k=(2.0,1.1,0.6)$ nm$^{-1}$ and $\mathbf q=(1.3,-0.7,0.4)$ nm$^{-1}$, the direct overlap of the lowest conduction band with the highest valence band is $0.031081$, and the right side of (\ref{identity}) gives the same. The digits test the identity in this basis; with 411 plane waves the overlap itself is about 1\% smaller, $0.0308$.

\section{Small difference}

Let $v$ be a valence level at $\mathbf k$, possibly degenerate, separated from all other levels, and let $\Delta=E_c(\mathbf k)-E_v(\mathbf k)>0$. Sum over the bands that leave this level:
\begin{equation}
W(\mathbf q)=\sum_{n\in v}|\langle u_{c,\mathbf k}|u_{n,\mathbf k+\mathbf q}\rangle|^2
=\langle u_{c,\mathbf k}|\Pi(\mathbf q)|u_{c,\mathbf k}\rangle ,
\end{equation}
where $\Pi(\mathbf q)$ projects onto the group at $\mathbf k+\mathbf q$. The sum does not depend on phases or on the basis chosen inside the group. While the group stays isolated,
\begin{equation}
\Pi(\mathbf q)=\frac{1}{2\pi i}\oint\frac{dz}{z-H(\mathbf k+\mathbf q)}
\end{equation}
on a fixed contour around its energies. The integrand is smooth in $\mathbf q$, so $\Pi$ and $W$ are smooth, even where single eigenvectors are not. Since $W\ge0$ and $W(0)=0$, the origin is a minimum and $W$ has no linear term.

The coefficient follows from (\ref{identity}). Write $A=(\hbar/m)\,\mathbf q\cdot(\mathbf p+\hbar\mathbf k)$, which is of first order in $q$. As $q\to0$ each denominator tends to $-\Delta$, and the sum of squared numerators is
\begin{equation}
\sum_{n\in v}|\langle u_{c,\mathbf k}|A|u_{n,\mathbf k+\mathbf q}\rangle|^2
=\langle u_{c,\mathbf k}|A\,\Pi(\mathbf q)\,A|u_{c,\mathbf k}\rangle ,
\end{equation}
in which $\Pi(\mathbf q)$ may be replaced by $\Pi(0)$ to leading order. Smoothness of $W$ makes the remainder cubic or smaller:
\begin{equation}
W(\mathbf q)=\frac{\hbar^2}{m^2\Delta^2}\sum_{n\in v}
\left|\mathbf q\cdot\langle u_{c,\mathbf k}|\mathbf p+\hbar\mathbf k|u_{n,\mathbf k}\rangle\right|^2+O(q^3).
\label{law}
\end{equation}
For a single band this is the square of the first-order $\mathbf k\cdot\mathbf p$ admixture. The squared overlap never starts below second order, but it starts there only if the momentum element along $\mathbf q$ is nonzero.

At the same general $\mathbf k$, where the gap is 2.56 eV, take $\mathbf q$ along $(1,2,-1)$ and the highest valence band. Formula (\ref{law}) gives $0.01296$ nm$^2$. The direct mean of $W(\mathbf q)$ and $W(-\mathbf q)$ at $q=0.004$ nm$^{-1}$, divided by $q^2$, gives $0.01296$ nm$^2$ too. Half the difference of the two grows by a factor $8.000$ when $q$ goes from $0.002$ to $0.004$ nm$^{-1}$, which is the cubic remainder.

\section{The zone centre}

At $\Gamma$ the top valence level of the model is threefold and the conduction level $c$ is single. The tensor
\begin{equation}
T_{ij}=\langle c|p_i\,\Pi(0)\,p_j|c\rangle
\end{equation}
is unchanged by the cubic symmetry operations, so $T_{ij}=p_0^2\,\delta_{ij}$. With $P=\hbar p_0/m$ and $\Delta=E_g$, (\ref{law}) becomes isotropic:
\begin{equation}
W=\frac{P^2q^2}{E_g^2}+O(q^4).
\label{gamma}
\end{equation}
The cubic term is absent because inversion turns $H(\mathbf q)$ into $H(-\mathbf q)$ and changes $c$ by at most a sign, so $W$ is even.

The model gives $E_g=1.222$ eV and $P=0.874$ eV\,nm, hence
\begin{equation}
\frac{P^2}{E_g^2}=\left(\frac{0.874}{1.222}\right)^2\mathrm{nm}^2=0.511\ \mathrm{nm}^2=5.11\times10^{-19}\ \mathrm{m}^2 .
\end{equation}
The direct remainder grows by $15.97$ when $q$ doubles from $0.02$ to $0.04$ nm$^{-1}$ along a cube axis, close to the $16$ of a quartic term.

The coefficient can also be read from the conduction mass. Second-order perturbation theory, keeping only the valence triplet, gives
\begin{equation}
\frac{\hbar^2q^2}{2m_c}=\frac{\hbar^2q^2}{2m}+\frac{P^2q^2}{E_g}
\quad\Longrightarrow\quad
W\simeq\frac{\hbar^2q^2}{2E_g}\left(\frac1{m_c}-\frac1m\right).
\end{equation}
The band curvature, from finite differences, is that of $m_c=0.0576\,m$. With $\hbar^2/2m=0.0381$ eV\,nm$^2$ the coefficient is $0.0381\times(1/0.0576-1)/1.222=0.510$ nm$^2$. Dropping the remote bands costs about 0.2\% of the coefficient here.

\section{Single bands of the triplet}

Equation (\ref{gamma}) counts the whole triplet. To resolve it, define $|X_j\rangle=\Pi(0)p_j|c\rangle/p_0$. The form of $T_{ij}$ makes these three states orthonormal and gives $\langle c|p_i|X_j\rangle=p_0\delta_{ij}$. Let the electron be at $\mathbf k$ and the hole at $\mathbf k'$, both near $\Gamma$, and let the hole band start from the combination $|X_{\mathbf e}\rangle=\sum_je_j|X_j\rangle$ with a real unit vector $\mathbf e$. To first order,
\begin{align}
u_{c,\mathbf k}&=|c\rangle+\sum_j\frac{Pk_j}{E_g}|X_j\rangle+\dots,\\
u_{\mathbf e,\mathbf k'}&=|X_{\mathbf e}\rangle-\frac{P\,\mathbf k'\cdot\mathbf e}{E_g}|c\rangle+\dots
\end{align}
The signs differ because the energy denominators are $E_g$ and $-E_g$. The omitted first-order terms lie outside these four states, so they cannot change the overlap at first order. Therefore
\begin{equation}
\langle u_{c,\mathbf k}|u_{\mathbf e,\mathbf k'}\rangle=-\frac{P}{E_g}\,(\mathbf k'-\mathbf k)\cdot\mathbf e .
\end{equation}

Let $\mathbf k'$ lie along the cube axis $x$. A half-turn about $x$ keeps $\mathbf k'$ and, relative to $c$, leaves $X_x$ even and $X_y,X_z$ odd. The $x$-polarised band is pushed down by the conduction band; the other two, the heavy bands, have $\mathbf e\perp\mathbf k'$. For them $\mathbf k'$ drops out:
\begin{equation}
W_{\rm heavy}=\frac{P^2k_\perp^2}{E_g^2},
\end{equation}
where $\mathbf k_\perp$ is the part of the electron wavevector normal to $\mathbf k'$. The difference $\mathbf k'-\mathbf k$ alone does not fix the heavy-band overlap.

Take $k=0.02$ nm$^{-1}$ along $y$ and $k'=0.03$ nm$^{-1}$ along $x$. The heavy bands should give $0.511\times0.0004=2.04\times10^{-4}$, and the direct value is $2.04\times10^{-4}$. The triplet should give $0.511\times(0.0004+0.0009)=6.64\times10^{-4}$, and the direct value is $6.64\times10^{-4}$. If $\mathbf k$ is turned onto $x$ with its length unchanged, the half-turn forbids the heavy overlap, and the computed value is zero within rounding.

\section{A forbidden pair}

The lowest valence level at $\Gamma$ shows what happens when the momentum element vanishes. It is invariant under the rotations about an atom and under inversion through a bond centre. The conduction level is invariant under the same rotations but odd under that inversion. Fix the phase of the valence function at $\mathbf q$ by making its overlap with the function at $\Gamma$ positive. The amplitude $\langle u_{c,0}|u_{0,\mathbf q}\rangle$ is then a power series in $q_x,q_y,q_z$. Half-turns about the cube axes admit only monomials whose three exponents are all even or all odd. Oddness under inversion leaves the second kind, so the lowest term is $q_xq_yq_z$ and $W$ starts as $q^6$ if its coefficient is nonzero. Between $q=0.1$ and $0.2$ nm$^{-1}$ along $[111]$, the direct $W$ grows with the power $6.00$.

\section{How far the quadratic law reaches}

The table follows the whole triplet with the electron at $\Gamma$ and $\mathbf q$ along a cube axis.

\begin{center}
\begin{tabular}{cccc}
$q$ (nm$^{-1}$) & direct $W$ & $P^2q^2/E_g^2$ & Eq.~(\ref{two})\\
0.05 & 0.0013 & 0.0013 & 0.0013\\
0.20 & 0.0192 & 0.0205 & 0.0193\\
0.40 & 0.065 & 0.082 & 0.066\\
1.36 & 0.252 & 0.945 & 0.271\\
1.98 & 0.300 & 2.000 & 0.333
\end{tabular}
\end{center}

The quadratic law exceeds the direct value by 7\% at $0.2$ nm$^{-1}$ and by 26\% at $0.4$ nm$^{-1}$. The two-band form stays within about 11\% of the direct value throughout the table. This holds along the cube axis only: at $1.98$ nm$^{-1}$ the direct value is $0.264$ along $[110]$ and $0.246$ along $[111]$, against the isotropic $0.333$.

The wavevectors in the last two rows come from idealised estimates of the Auger threshold. Let two electrons start at the local conduction minimum at $\Gamma$ and let the hole be so heavy that its energy can be neglected. The surviving electron must rise by $E_g$, and the valence state must carry the opposite wavevector. For a parabolic band,
\begin{equation}
q=\sqrt{\frac{2m_cE_g}{\hbar^2}}=\sqrt{\frac{1.222\times0.0576}{0.0381}}\ \mathrm{nm}^{-1}=1.36\ \mathrm{nm}^{-1}.
\end{equation}
In the two-band model, with the free kinetic energy left out, the conduction band rises by $E_g(S-1)/2$. Setting this equal to $E_g$ gives $S=3$, $x^2=2$ and $q=\sqrt2\,E_g/P=1.98$ nm$^{-1}$. The pseudopotential band rises by 1.25 eV there, close to the required 1.22 eV. At these wavevectors the quadratic law is too large by factors of 3.7 and 6.7, and in the last row it exceeds one, which no squared overlap of this kind can do.

These rows set the scale of the error; they are neither heavy-hole overlaps nor true thresholds of the model crystal. Its heavy bands have already fallen by 0.38 eV at $q=1.98$ nm$^{-1}$, which is not negligible. With that energy included, the band that continues the conduction state at $\Gamma$ first conserves energy along a cube axis between $q=2.5$ and $3.0$ nm$^{-1}$. By then it has crossed another band and is the second conduction band; the lowest band turns down after the crossing and does not rise far enough along this axis. With the electron at $\Gamma$ and the hole on a cube axis, symmetry gives the heavy bands no share, and the $x$-polarised band carries all of $W$. A heavy-hole process in this geometry needs electrons with wavevector across that of the hole.

The law does better when the difference $\mathbf k'-\mathbf k$ is only as large as a thermal electron wavevector. At 300 K, setting $\hbar^2q^2/2m_c=k_BT=0.0259$ eV gives $q=0.198$ nm$^{-1}$, where the law gives $0.0200$ against a direct $0.0188$. In the Auger estimates above the difference is much larger than this, because the hole lies far from the electrons. Heavier carriers spread further, as the square root of their mass.

\section{Beside real germanium}

The form factors and lattice constant are typical of germanium, but the model's direct gap of 1.22 eV is well above the rough room-temperature value of 0.8 eV. With $P$ held fixed, the smaller gap raises the coefficient from $0.51$ to $1.19$ nm$^2$. This is the largest correction to the coefficient found here. Enlarging the basis to 229 plane waves changes the coefficient by only about 0.1\% and the gap from $1.222$ to $1.223$ eV; the general-$\mathbf k$ coefficient moves from $0.01296$ to $0.01298$ nm$^2$ with 411 plane waves.

Spin-orbit coupling splits the valence top by roughly 0.3 eV. It acts on the triplet as a multiple of $\mathbf L\cdot\boldsymbol\sigma$, with eigenvalue $1$ in the upper group and $-2$ in the lower. The state coupled to $c$ is a real orbital along $\mathbf q$ with definite spin, for which $\langle\mathbf L\rangle=0$. If its weight in the upper group is $w$, then $w-2(1-w)=0$ and $w=2/3$. Applying (\ref{law}) to each group and adding,
\begin{equation}
\frac{W}{q^2}=P^2\left[\frac{2}{3E_g^2}+\frac{1}{3(E_g+\Delta_{\rm so})^2}\right]=1.01\ \mathrm{nm}^2
\end{equation}
for $E_g=0.8$ eV and $\Delta_{\rm so}=0.3$ eV, which is 16\% below $1.19$ nm$^2$. The small spin-orbit addition to the momentum operator is neglected here. The model's $P$ is also probably low for real germanium: a low-temperature $\Gamma$ mass of roughly $0.038$ to $0.042\,m$ with a gap near $0.9$ eV implies $P\approx0.92$ to $0.97$ eV\,nm when remote bands are ignored, which would raise $1.01$ to about $1.1$ to $1.2$ nm$^2$.

Unstrained germanium breaks a more basic assumption: most of its conduction electrons sit in the L valleys, far from holes at $\Gamma$. Their overlap is not a small-$q$ quantity, and no adjustment of the coefficient supplies it. The numbers above concern electrons in the direct valley.
